# Why effective-theory loops vanish in on-shell matching of the heavy-electron vertex

Consider the integral

$$I(\lambda)=\int_0^\infty\frac{k\,dk}{(k^2+\lambda^2)^{1+\epsilon}}=\frac{\lambda^{-2\epsilon}}{2\epsilon}\qquad(\epsilon>0).$$

Its only scale is $\lambda$. At $\lambda=0$ it becomes $\int_0^\infty dk\,k^{-1-2\epsilon}$, which converges for no $\epsilon$. Split it at an arbitrary $\Lambda$. The lower part converges for $\epsilon<0$ and equals $-\Lambda^{-2\epsilon}/(2\epsilon)$. The upper part converges for $\epsilon>0$ and equals $+\Lambda^{-2\epsilon}/(2\epsilon)$. Dimensional regularization continues each part to a common $\epsilon$, and the sum is zero. The same value follows by continuing $I(\lambda)$ to $\epsilon<0$ and then letting $\lambda\to0$.

This zero is an ultraviolet pole cancelling an infrared pole. The logarithm belonging to each is still there, and it reappears as soon as something supplies a scale. The loop of a heavy electron contains this very integral.

## The effective vertex

I use atomic units, so the electron mass expressed as a momentum is $M=mc=c$, the fine-structure constant is $\alpha=1/c$, and the loop coupling is $e^2=4\pi/c$. The metric is $(+,-,-,-)$, the gauge is Feynman's, and $d=4-2\epsilon$. An electron scatters from $p=Mv$ to $p'=Mv'$, both on shell, with $q=p'-p$ and $w=v\cdot v'=1-q^2/(2M^2)$. There are no light charged particles, and vacuum polarization, which belongs to the photon sector, is left out. The one-loop QED vertex is

$$-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\,\frac{\gamma^\alpha(\slashed p'+\slashed k+M)\gamma^\mu(\slashed p+\slashed k+M)\gamma_\alpha}{(k^2-\lambda^2)(k^2+2p'\!\cdot k)(k^2+2p\cdot k)},$$

where $\lambda$ is an optional photon mass, written as a momentum.

The effective theory describes $k\ll M$, with its integrand expanded accordingly. At leading order $k^2+2p\cdot k\to2p\cdot k$. In the numerator $(\slashed p+M)\gamma_\alpha u=2p_\alpha u$, because $\slashed pu=Mu$, and likewise on the left. The numerator becomes $4p\cdot p'\gamma^\mu$, and the loop is $\gamma^\mu$ times

$$-ie^2w\int\!\frac{d^dk}{(2\pi)^d}\frac{1}{(v\cdot k)(v'\!\cdot k)(k^2-\lambda^2)}.$$

NRQED expands this further in the small velocities, which leaves the power of $k$ unchanged.

To evaluate it, combine the electron denominators into $\int_0^1dx\,(V\cdot k)^{-2}$ with $V=xv'+(1-x)v$, so that $V^2=1+2x(1-x)(w-1)$. Then use

$$\frac1{A^2B}=8\int_0^\infty\frac{\eta\,d\eta}{(B+2\eta A)^3},\qquad \int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2-\Delta)^3}=\frac{-i\,\Gamma(1+\epsilon)}{2(4\pi)^{2-\epsilon}}\Delta^{-1-\epsilon}.$$

With $A=V\cdot k$ and $B=k^2-\lambda^2$, completing the square gives $\Delta=\eta^2V^2+\lambda^2$. The remaining integral is the opening one:

$$\int_0^\infty\frac{\eta\,d\eta}{(\eta^2V^2+\lambda^2)^{1+\epsilon}}=\frac{\lambda^{-2\epsilon}}{2\epsilon V^2}.$$

Define $K=e^2\Gamma(1+\epsilon)/(4\pi)^{2-\epsilon}$. Collecting factors, the loop equals $-(2K/\epsilon)\lambda^{-2\epsilon}\,w\int_0^1dx/V^2$. The wave-function factor subtracts its value at $w=1$, since the charge is not renormalized by this loop. For small $w-1$, $\int dx/V^2\simeq1-(w-1)/3$, hence $w\int dx/V^2-1\simeq\tfrac23(w-1)=-q^2/(3M^2)$, and

$$F_1^{\rm soft}=\frac{2K}{3\epsilon}\,\frac{q^2}{M^2}\,\lambda^{-2\epsilon}.$$

For a massless photon the $\eta$ integral is scaleless and the loop vanishes. The momentum transfer does not prevent this: on shell it enters through $w$, a pure number, and gives $k$ nothing to be compared with.

Higher terms of the expansion behave alike. They insert powers of $k^2/(2p\cdot k)$ and polynomials in $k$, so every integrand is homogeneous. Rescaling $k\to sk$ turns such an integral $I$ into $s^aI$, with $a\neq0$ for generic $\epsilon$. Hence $I=0$.

## What the coefficients must reproduce

Write the QED vertex as $\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/(2M)$. In the frame $\mathbf p'=-\mathbf p=\mathbf q/2$, let $E$ be the energy divided by $c$. With spinors $u=[(E+M)\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi]/\sqrt{2E(E+M)}$ one finds

$$u'^\dagger u=\frac{(E+M)^2-(E^2-M^2)}{2E(E+M)}=\frac ME,\qquad \bar u'u=1.$$

The Gordon identity, with $P=p+p'$, reads $2M\gamma^\mu=P^\mu+i\sigma^{\mu\nu}q_\nu$ between spinors. The time component of the Pauli term is therefore $M/E-E/M=-(M/E)\,\mathbf q^2/(4M^2)$. Since $M/E\simeq1-\mathbf q^2/(8M^2)$ and $q^2=-\mathbf q^2$, the charge density is

$$1-\frac{\mathbf q^2}{8M^2}c_D,\qquad c_D=1+2F_2(0)+8M^2F_1'(0),$$

where the prime denotes $d/dq^2$. This defines the Darwin coefficient. For space components $\mathbf P=0$, so $\gamma^i$ and the Pauli structure have equal matrix elements, and the magnetic coefficient is $c_F=1+F_2(0)$.

Matching equates this QED amplitude to the NRQED one. With massless photons the latter is its tree diagrams alone, so the bare coefficients are the QED form factors expanded in $q^2$. The only scale left in those is $M$: they are the hard region, $k\sim M$.

## The hard region

Set $\lambda=0$. Feynman parameters $x,y$ for the two electron lines, with $s=x+y$, give $k=l-xp'-yp$ and $\Delta=s^2M^2-xy\,q^2$. The electron momenta become $l+A$ and $l+B$, with $A=(1-x)p'-yp$ and $B=(1-y)p-xp'$. In $d$ dimensions

$$\gamma^\alpha\gamma^\mu\gamma_\alpha=-(2-2\epsilon)\gamma^\mu,\quad \gamma^\alpha\slashed A\gamma^\mu\gamma_\alpha=4A^\mu-2\epsilon\slashed A\gamma^\mu,\quad \gamma^\alpha\gamma^\mu\slashed B\gamma_\alpha=4B^\mu-2\epsilon\gamma^\mu\slashed B,$$
$$\gamma^\alpha\slashed A\gamma^\mu\slashed B\gamma_\alpha=-2\slashed B\gamma^\mu\slashed A+2\epsilon\slashed A\gamma^\mu\slashed B.$$

Anticommuting until $\slashed p$ meets $u$ and $\slashed p'$ meets $\bar u'$ gives

$$\slashed p'\gamma^\mu\slashed p=M^2\gamma^\mu,\quad \slashed p\gamma^\mu\slashed p=M(2p^\mu-M\gamma^\mu),\quad \slashed p'\gamma^\mu\slashed p'=M(2p'^\mu-M\gamma^\mu),$$
$$\slashed p\gamma^\mu\slashed p'=2MP^\mu-(3M^2-q^2)\gamma^\mu.$$

Let $r=(1-x)(1-y)=1-s+xy$ and $b=x(1-x)+y(1-y)=s-s^2+2xy$. Averaging over $x\leftrightarrow y$, which leaves $\Delta$ unchanged,

$$\slashed B\gamma^\mu\slashed A\to[(b+xy)M^2-r(3M^2-q^2)]\gamma^\mu+(2r-b)MP^\mu,$$
$$\slashed A\gamma^\mu\slashed B\to[(r+b)M^2-xy(3M^2-q^2)]\gamma^\mu+(2xy-b)MP^\mu,$$
$$A^\mu+B^\mu\to(1-s)P^\mu,\qquad \slashed A\gamma^\mu+\gamma^\mu\slashed B\to2M\gamma^\mu-sP^\mu.$$

The numerator without $l$ is then

$$\{M^2[4-8s+2(1-\epsilon)s^2]-2q^2[1-s+(1-\epsilon)xy]\}\gamma^\mu+2M[s(1-s)+\epsilon s^2]P^\mu.$$

Replacing $P^\mu$ by the Gordon identity yields the numerators of $F_1$ and $F_2$:

$$N_1=M^2[4-4s-2(1-\epsilon)s^2]-2q^2[1-s+(1-\epsilon)xy],$$
$$N_2=-4M^2[s(1-s)+\epsilon s^2].$$

Terms linear in $l$ vanish. The quadratic term averages to $l^2(d-2)^2\gamma^\mu/d$, and

$$\int\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2-\Delta)^3}=\frac{i\,d}{4}\frac{\Gamma(\epsilon)}{(4\pi)^{2-\epsilon}}\Delta^{-\epsilon}.$$

Including the Feynman factor 2, the loop contributions are

$$F_1=K\!\int\!dx\,dy\left[\frac{2(1-\epsilon)^2}{\epsilon}\Delta^{-\epsilon}-N_1\Delta^{-1-\epsilon}\right],\qquad F_2=-K\!\int\!dx\,dy\,N_2\Delta^{-1-\epsilon}.$$

The wave-function factor fixes the total $F_1(0)=1$ and does not affect the slope at this order.

At fixed $s$, $\int dx=s$ and $\int xy\,dx=s^3/6$. At $q^2=0$ the Pauli term is

$$F_2(0)=4KM^{-2\epsilon}\left[\frac1{1-2\epsilon}-\frac12\right]\to\frac{\alpha}{2\pi}.$$

For the slope, differentiate the $\Delta^{-\epsilon}$ term, the explicit $q^2$ in $N_1$, and the $\Delta^{-1-\epsilon}$ multiplying $N_1$. In this order the contributions, in units $KM^{-2-2\epsilon}$, are

$$\frac{1-\epsilon}6,\qquad -\frac1\epsilon-\frac2{1-2\epsilon}+\frac16,\qquad \frac{1+\epsilon}6\left[\frac2\epsilon+\frac4{1-2\epsilon}+1\right].$$

Here $\int_0^1ds\,s^{-1-2\epsilon}=-1/(2\epsilon)$ was continued from $\epsilon<0$, so the pole is infrared. The sum is

$$F_1'(0)=KM^{-2-2\epsilon}\left[-\frac{2}{3\epsilon}+\frac56+\frac{2\epsilon-4}{3(1-2\epsilon)}\right].$$

In the MS-bar convention with scale $\mu$, a momentum, $KM^{-2\epsilon}\to(\alpha/4\pi)[1+2\epsilon\ln(\mu/M)]$ up to order $\epsilon^2$, hence

$$F_1'(0)=\frac{\alpha}{4\pi M^2}\left[-\frac2{3\epsilon}-\frac12+\frac43\ln\frac M\mu\right].$$

## Where the pole goes

The hard pole $-2/(3\epsilon)$ is opposite to the ultraviolet pole $+2/(3\epsilon)$ of the effective loop. In the bare coefficient it therefore acts as the counterterm for that loop. With massless photons the loop's own sum is zero, and the infrared pole of QED remains in the amplitude on both sides. Removing the pole from the coefficient defines the renormalized values

$$c_F=1+\frac1{2\pi c},\qquad c_D(\mu)=1+\frac{8}{3\pi c}\ln\frac c\mu .$$

In $c_D$ the constant $-\tfrac12$ contributes $-\alpha/\pi$ and cancels $2F_2(0)=\alpha/\pi$.

A photon mass checks this reading. The effective loop is then nonzero, with renormalized slope $(\alpha/4\pi M^2)\tfrac43\ln(\mu/\lambda)$. Subtracting it from the full QED slope must return the same hard coefficient, up to terms that vanish with $\lambda$. For $\mu c=1000$ eV, direct quadrature of the full vertex gives, in units of $10^{-8}$ Å$^2$:

| Photon rest energy (eV) | Full | EFT loop | Difference |
|---:|---:|---:|---:|
| 1 | 14.7431 | 7.9756 | 6.7675 |
| 10 | 12.0846 | 5.3171 | 6.7675 |
| 100 | 9.4264 | 2.6585 | 6.7679 |

The dimensional hard slope is $6.7675\times10^{-8}$ Å$^2$, or $2.4167\times10^{-7}$ a.u. Both parts change by several $10^{-8}$ Å$^2$ while the difference stays fixed to within 0.01% of its value.

To obtain $c_D$, divide the hard slope by the squared reduced Compton wavelength, $(0.00386159\ \text{Å})^2$. This gives $M^2F_1'=0.004538$. With $F_2(0)=0.001161$,

$$c_D=1+2(0.001161)+8(0.004538)=1.0386,\qquad c_F=1.00116.$$

At $d=4.5$, where $\epsilon=-\tfrac14$, the mechanism shows without logarithms. The soft slope is proportional to $\lambda^{1/2}$. In units $KM^{-2-2\epsilon}$ it is $-0.2667$, $-0.0843$ and $-0.0267$ for $\lambda/M=10^{-2}$, $10^{-3}$ and $10^{-4}$. The full slope rises from 2.2359 through 2.4158 to 2.4733, and with a massless photon it is 2.5000, the hard value. The numerical check tests these sums of regions, the Dirac algebra and the effective loop.

## When the loops do not vanish

For these loops to vanish, the expansion in $1/M$ must precede integration. Suppose the recoil energy is kept in the nonrelativistic denominator, as $k+k^2/(2M)$. A low-velocity loop with two such denominators, photon weight $1/k$ and measure $k^{2-2\epsilon}dk$ contains

$$\int_0^\infty\frac{dk\,k^{-1-2\epsilon}}{(1+k/2M)^2}=(2M)^{-2\epsilon}\,\Gamma(-2\epsilon)\Gamma(2+2\epsilon),$$

by the beta integral with $k=2Mz$. At $d=4.5$ and $M=1$ it equals 2.2214. The scale $M$ has re-entered the effective theory, and its loop now includes momenta $k\sim M$, where the nonrelativistic expansion is invalid. The coefficient would have to be changed to compensate.

Off-shell legs or atomic binding supply a low scale instead. The effective loops are then nonzero and carry low-energy physics that must be calculated. In a bound state the electron's own kinetic term $p^2/(2M)$ is as large as the binding and stays in the denominator as part of this low scale; the terms that are expanded are those containing the photon momentum, such as the recoil $k^2/(2M)$. The coefficients found above remain the right ones, provided those loops are regulated and subtracted in the same scheme.

## Computed results

```
speed of light c = 137.035999 a.u.
electron rest energy = 510998.95 eV
reduced Compton wavelength = 0.00386159 angstrom
matching scale mu*c = 1000.0 eV
F1 slope, units alpha/(4 pi M^2), MS-bar, L = ln(mu/M):
  hard: pole -2/3/eps, finite -4*L/3 - 1/2
  EFT with L = ln(mu/lambda): pole 2/3/eps, finite 4*L/3
slope of F1 at d = 4, all in angstrom^2:
  photon rest energy 1 eV: full 1.47431e-07, EFT 7.97561e-08, full-EFT 6.76747e-08
  photon rest energy 10 eV: full 1.20846e-07, EFT 5.31708e-08, full-EFT 6.76751e-08
  photon rest energy 100 eV: full 9.42640e-08, EFT 2.65854e-08, full-EFT 6.76786e-08
hard slope (dimensional) = 6.76747e-08 angstrom^2
hard slope (dimensional) = 2.41671e-07 a.u.
F2(0) = 0.00116141 (dimensionless)
c_F = 1.00116141 (dimensionless)
c_D at mu = 1.038629 (dimensionless)
d = 4.5, slope in units K M^(-2-2 eps):
  hard formula 2.500000, full with massless photon 2.500000
  lambda/M = 1e-02: full 2.235935, soft -0.266667, full-soft 2.502602
  lambda/M = 1e-03: full 2.415764, soft -0.084327, full-soft 2.500092
  lambda/M = 1e-04: full 2.473336, soft -0.026667, full-soft 2.500003
unexpanded recoil integral, d = 4.5, M = 1: 2.221441
EFT vertex, d = 3.5, rapidity 0.8, lambda/M = 0.5, units K:
  quadrature -2.316511, formula -2.316511
```
